# Low hole density in GaN:Mg does not prove missing acceptors

## Definitions and conventions

Let $N_A$ be the density of magnesium atoms on gallium sites. It includes three states: ionized acceptors, of density $n_-$; neutral acceptors with a bound hole, $n_0$; and neutral magnesium-hydrogen complexes, $C$. Thus

$$N_A=n_-+n_0+C. \tag{1}$$

The hole density is $p$, the density of isolated interstitial H$^+$ is $h$, and total hydrogen is $H=h+C$. Other donors have density $N_D$ and are taken to be singly ionized. All densities are in cm$^{-3}$. When electrons are negligible, charge neutrality reads

$$n_-=p+N_D+h. \tag{2}$$

The claim to be examined is that a small measured $p$ in an as-grown film proves $N_A$ to be small. One film with large $N_A$ and small $p$ refutes it.

The model has a parabolic, nondegenerate valence band and one acceptor level. With the Fermi energy $E_F$ measured upward from the valence-band edge,

$$p=N_v e^{-E_F/kT},\qquad N_v=2\left(\frac{m_h kT}{2\pi\hbar^2}\right)^{3/2}.$$

Give the ionized acceptor statistical weight 1. To make it neutral, an electron is moved to the reservoir at $E_F$ and a hole is bound with energy $E_A$. The energy change is $E_F-E_A$, so the neutral state has weight $g\,e^{(E_A-E_F)/kT}$, where $g$ is its degeneracy relative to the ionized state. Replacing $e^{-E_F/kT}$ by $p/N_v$ gives

$$\frac{n_0}{n_-}=\frac{p}{K_A},\qquad K_A=\frac{N_v}{g}e^{-E_A/kT}. \tag{3}$$

For hydrogen, let $\eta$ be the chemical potential of H$^+$ measured from its energy on an isolated interstitial site. With $N_s$ such sites per volume, few of them filled, $h=N_s e^{\eta/kT}$. A complex has $z$ equivalent hydrogen positions and binding energy $E_b$, hence weight $z\,e^{(\eta+E_b)/kT}$. Eliminating $\eta$ gives

$$\frac{C}{n_-}=\frac{h}{K_d},\qquad K_d=\frac{N_s}{z}e^{-E_b/kT}. \tag{4}$$

Vibrational contributions to the binding free energy are left out.

## The counter-example: growth

Take $N_A=2\times10^{19}$, $N_D=10^{18}$, $E_A=0.20$ eV, $g=4$, $E_b=0.70$ eV, $N_s=4\times10^{22}$, $z=4$, and a hole mass of 1.5 electron masses. These are round model parameters, not a fit to a particular film. Every magnesium atom in this film is on a gallium site.

During growth the film exchanges hydrogen with its surroundings. If $\mu$ is the chemical potential of a neutral hydrogen atom, on the same energy scale, forming H$^+$ also delivers an electron to the Fermi level. Hence $\eta=\mu-E_F$, and

$$h=N_s e^{(\mu-E_F)/kT}=\kappa p,\qquad \kappa=\frac{N_s}{N_v}e^{\mu/kT}. \tag{5}$$

The ratio $\kappa$ measures how strongly the surroundings supply hydrogen. In equilibrium with ideal H$_2$ gas, $\mu$ contains half the molecular chemical potential, so $\kappa$ varies as the square root of the H$_2$ pressure at fixed temperature.

Insert (3) and (4) into (1), then use (2) and (5):

$$N_A=\left[N_D+(1+\kappa)p\right](1+Bp),\qquad B=\frac1{K_A}+\frac{\kappa}{K_d}.$$

Multiplying out and moving $N_A$ to the left gives

$$(1+\kappa)B\,p^2+(1+\kappa+N_DB)\,p-(N_A-N_D)=0.$$

For $N_A>N_D$ the product of the roots is negative, so there is one positive root. With $b=1+\kappa+N_DB$, and with the usual root multiplied above and below by its conjugate to avoid subtracting nearly equal numbers,

$$p=\frac{2(N_A-N_D)}{b+\sqrt{b^2+4(1+\kappa)B(N_A-N_D)}}. \tag{6}$$

At 1300 K, $K_A=1.744\times10^{19}$ and $K_d=1.933\times10^{19}$. For $\kappa=1000$, $B=5.18\times10^{-17}$ cm$^3$ and $b=1053$. Equation (6) becomes

$$p=\frac{3.8\times10^{19}}{1053+2247}=1.15\times10^{16}.$$

Then $h=1000p=1.15\times10^{19}$, and neutrality gives $n_-=1.25\times10^{19}$. Equation (4) yields $C=n_-h/K_d=7.46\times10^{18}$. The total hydrogen density is $H=1.898\times10^{19}$, close to the net acceptor density $N_A-N_D=1.9\times10^{19}$.

The small difference between these two numbers matters. Subtract $N_D+H$ from (1), using (2):

$$N_A-N_D-H=(n_--N_D-h)+n_0=p+n_0. \tag{7}$$

At growth this difference is $1.152\times10^{16}+0.827\times10^{16}=1.979\times10^{16}$. Hydrogen nearly cancels the net acceptors, but as long as electrons are negligible it cannot exceed them, because the right side of (7) is positive.

## The counter-example: room temperature

Suppose that total hydrogen is frozen in during cooling, while hydrogen can still move far enough to pair. Define the total ionized donor density $D=N_D+h$ and the surplus $S=N_A-N_D-H$. Equations (2) and (3) give $n_-=p+D$ and $n_0=p(p+D)/K_A$. Relation (7) then reads

$$S=p+\frac{p(p+D)}{K_A}. \tag{8}$$

Multiplication by $K_A$ gives $p^2+(D+K_A)p-K_AS=0$, whose positive root is

$$p=\frac{2K_AS}{D+K_A+\sqrt{(D+K_A)^2+4K_AS}}. \tag{9}$$

At 300 K, $K_A=5.033\times10^{15}$ and $K_d=1.740\times10^{10}$. The small $K_d$ makes pairing almost complete: about $3.3\times10^{11}$ isolated H$^+$ remain, far fewer than the other donors. We may therefore set $D=N_D$. The term $4K_AS$ is small compared with $(D+K_A)^2$, and

$$p\simeq\frac{K_AS}{D+K_A}
=\frac{(5.033\times10^{15})(1.979\times10^{16})}{1.005\times10^{18}}
=9.9\times10^{13}.$$

The hole density is about five millionths of $N_A$, although no magnesium is missing from the gallium sites. About 95% of the acceptors are in complexes. Most of the remaining 5% are ionized, but their charge balances the other donors and supplies few holes. This refutes the claim.

## What annealing changes

Let the same film be held at 1000 K in surroundings that remove hydrogen, with magnesium immobile. Complexes dissociate at rate constant $k$, and isolated hydrogen is lost at rate constant $w$:

$$\frac{dC}{dt}=-k\left(C-\frac{n_-h}{K_d}\right),\qquad
\frac{dh}{dt}=k\left(C-\frac{n_-h}{K_d}\right)-wh.$$

The second term in the bracket is recapture; its coefficient makes the bracket vanish at equilibrium (4). Adding the equations cancels dissociation and recapture:

$$\frac{dH}{dt}=-wh. \tag{10}$$

Breaking complexes is thus not enough: hydrogen must also leave. Take $k=10$ s$^{-1}$ and $w=0.010$ s$^{-1}$. Since $k\gg w$, pairing stays close to equilibrium and $H=h(1+n_-/K_d)$. Late in the anneal, $n_-$ approaches its hydrogen-free value $n_-^\infty$; its departure from that value is of first order in $h$ and changes $H$ only at second order. Therefore

$$\frac{dH}{dt}\simeq-\frac{w}{1+n_-^\infty/K_d}\,H. \tag{11}$$

At 1000 K, $K_A=6.887\times10^{18}$ and $K_d=2.966\times10^{18}$. Equation (9) with $D=N_D$ and $H=0$ gives $p=8.16\times10^{18}$, hence $n_-^\infty=9.16\times10^{18}$. The denominator in (11) is 4.09, and the late loss rate is $2.45\times10^{-3}$ s$^{-1}$. Integration of the rate equations gives the same value to this precision. Recapture slows the late loss by a factor of about four. Removing 90% of the hydrogen takes 870 s.

After 1800 s, $H=1.92\times10^{17}$, about 1% of its initial value. (Fermi–Dirac statistics for the holes at 1000 K would lower this to $1.90\times10^{17}$.) On return to 300 K the surplus is

$$S=1.9\times10^{19}-1.92\times10^{17}=1.881\times10^{19}.$$

With $K_AS=9.47\times10^{34}$ cm$^{-6}$, equation (9) gives

$$p=\frac{1.893\times10^{35}}{1.005\times10^{18}+1.178\times10^{18}}
=8.7\times10^{16}.$$

The hole density has risen by a factor of about 875 at constant $N_A$. The size of this factor rests on the freeze-in assumption, because the as-grown surplus is only 0.1% of $H$. With the same $w$, one second of hydrogen loss at 1000 K during cooling would raise the as-grown hole density about fourfold, and ten seconds would raise it to $2.9\times10^{15}$, reducing the gain to about 30. The as-grown hole density stays far below $N_A$ in each case, but its value depends on the cooling history.

Two controls separate heating from hydrogen removal. In a sealed film at 1000 K, 30% of the hydrogen is isolated at equilibrium. On cooling it pairs again; $S$ has not changed, and the hole density returns to $9.9\times10^{13}$. If the film instead reaches equilibrium at 1000 K with surroundings for which $\kappa=1000$, the hole density after cooling is $5.7\times10^{13}$. Neither treatment activates the film. Equal $\kappa$ does not mean equal H$_2$ pressure: for ideal gas at $10^5$ Pa and a fixed H$^+$ energy, surroundings with $\kappa=1000$ at 1300 K have $\kappa\approx6\times10^4$ at 1000 K, and equilibrium with them would leave only about $9\times10^{11}$ holes after cooling.

## Why the activated film still has few holes

Even after the anneal, $p/N_A$ is only 0.43%. This figure depends strongly on $E_A$, which falls with doping in real films: without hydrogen, $E_A=0.17$ or 0.15 eV would give 1.2% or 2.2%. Residual hydrogen is not the main reason: with none at all, $p$ would be $8.8\times10^{16}$, about 1% higher. Equation (3) gives $n_0/n_-=p/K_A\simeq17$, so most uncomplexed acceptors are neutral at room temperature. The other donors reduce $p$ further.

The two limits of (8) show both effects. For $S\gg K_A$ and $p\gg D,K_A$, the quadratic term dominates and $p\simeq\sqrt{K_AS}$. For $p\ll D$, the linear form $p\simeq K_AS/(D+K_A)$ applies. In the annealed film the linear form gives $9.4\times10^{16}$, about 9% above the full result. Without donors or hydrogen, the square-root estimate would be $3.2\times10^{17}$, still less than 2% of $N_A$. Activation by hydrogen removal and thermal ionization are therefore different processes. Reading $p$ as the number of magnesium atoms on gallium sites fails even in a hydrogen-free film.

## Other films with the same hole density

The as-grown value does not prove that the sites are occupied, either. Consider a film without hydrogen, with the same $N_D$, in which most magnesium is elsewhere and electrically inactive. Equations (1)–(3) give

$$N_A=(p+N_D)\left(1+\frac p{K_A}\right). \tag{12}$$

For $p=9.9\times10^{13}$ this is $1.02\times10^{18}$. If the total magnesium density is again $2\times10^{19}$, about 95% of it is off the gallium sites.

In a third film, all the magnesium is on gallium sites and there is no hydrogen, but other donors compensate it. Solving (12) for the donor density,

$$N_D=\frac{N_A}{1+p/K_A}-p=1.96\times10^{19}.$$

With one common $E_A$, all three films have the same room-temperature hole density. In a real film the twenty times higher density of ions in the third would lower $E_A$, so the matching donor density would be somewhat larger. Hydrogen removal can activate only the first, since the others contain none. A film that fails to respond is therefore not shown to lack substitutional magnesium: it may be the compensated one.

## General statement and proof

**Statement.** In this model, with $K_A$ known, a hole density $p$ implies

$$N_A\ge p\left(1+\frac p{K_A}\right), \tag{13}$$

but sets no upper limit on $N_A$ other than the one that follows from keeping hydrogen dilute on its interstitial sites. With the room-temperature values above, that limit lies far beyond the density of gallium sites, so in practice the assumption of dilute, independent acceptors fails first. For a given $N_D$, each $N_A$ above the hydrogen-free value (12) is compatible with the same $p$ for a suitable hydrogen content.

**Proof.** Substitute (2) and (3) into (1):

$$N_A=C+(p+N_D+h)\left(1+\frac p{K_A}\right).$$

Since $C$, $N_D$ and $h$ cannot be negative, omitting them cannot increase the right side. This proves (13). Now insert (4) for $C$:

$$N_A=(p+N_D+h)\left(1+\frac p{K_A}+\frac h{K_d}\right). \tag{14}$$

At fixed $p$ and $N_D$, both factors increase continuously with $h$. At $h=0$ their product is (12), and it grows without limit as $h$ increases. Hence each larger $N_A$ corresponds to one value of $h$, and (4) then fixes $C$. The use of (4) requires $h\ll N_s$. $\square$

Growth can supply the required hydrogen. For large $\kappa$, the terms in $p$ and $p/K_A$ in (14) become negligible beside those in $h=\kappa p$. At the growth temperature, $h$ then approaches a constant $h_\infty$ fixed by

$$(N_D+h_\infty)\left(1+\frac{h_\infty}{K_d}\right)=N_A.$$

The growth hole density is $p\simeq h_\infty/\kappa$, and (7) gives $S=p(1+n_-/K_A)\propto1/\kappa$. When $S$ is small, the room-temperature hole density is proportional to it. The computed values for $\kappa=10$, 100 and 1000 are $8.9\times10^{15}$, $9.8\times10^{14}$ and $9.9\times10^{13}$, approaching this inverse law. The law ends when electrons are no longer negligible at growth. With a gap of 3.0 eV and an electron mass of 0.2 electron masses, they are $1.5\times10^{-4}$ of the holes at $\kappa=1000$, and $S$ changes sign near $\kappa=10^5$; a gap of 2.8 eV moves that point to about $4\times10^4$.

## Passivation and compensation by hydrogen

Low $p$ does not reveal whether hydrogen is paired. Pairing transfers hydrogen from $h$ to $C$ without changing $H$, and so leaves $S$ unchanged. It changes (8) only through $D=N_D+h$. If all the hydrogen in the as-grown film stayed isolated, $D$ would be $2.0\times10^{19}$, and

$$p\simeq\frac{(5.033\times10^{15})(1.979\times10^{16})}{2.0\times10^{19}}
\simeq5.0\times10^{12}.$$

This is even lower than in the paired film. The factor of 20 assumes the same $E_A$ in both; Coulomb lowering of $E_A$ by the $2\times10^{19}$ ions could reduce it to about 2. Isolated H$^+$ compensates acceptors by its charge; a complex removes an acceptor and a donor together. The case for complexes rests on the binding energy and on hydrogen being mobile enough to pair, not on the hole density alone.

## What can be inferred after annealing

Before the anneal, (13) gives only $N_A\ge1.0\times10^{14}$. Afterwards,

$$N_A\ge(8.67\times10^{16})\left(1+\frac{8.67\times10^{16}}{5.033\times10^{15}}\right)
=1.58\times10^{18}.$$

This exceeds the $1.02\times10^{18}$ of the misplaced-magnesium film and excludes that film, without knowledge of the donor density. It does not exclude every film with misplaced magnesium: one with $1.7\times10^{18}$ on gallium sites and the rest elsewhere would satisfy the bound. The bound is not an estimate: the actual $N_A$ is almost thirteen times larger. If $N_D=10^{18}$ is also known, (12) gives $1.98\times10^{19}$ for the uncomplexed acceptors. The rest are still paired with residual hydrogen.

The inference has conditions. It applies to the as-grown film only if no magnesium moved onto gallium sites during the anneal. The value of $K_A$ must be known: a smaller ionization energy raises $K_A$ and weakens the bound. For the same measured $p$, $E_A=0.18$ eV gives only $7.8\times10^{17}$, and below about 0.188 eV the misplaced-magnesium film is no longer excluded. As $E_A\to0$ the bound comes within 1% of $N_A\ge p$. Conduction through an impurity band would invalidate the use of (3). Calling the acceptors magnesium on gallium sites also assumes that no other acceptor contributes; electrical data alone do not identify an atomic site. Finally, a rise in $p$ could come from the loss of other donors. Attributing it to hydrogen requires evidence that hydrogen left and that a loss of other donors does not explain the rise. Restoring hydrogen and seeing $p$ fall is not enough: hydrogen would also passivate acceptors in a film whose holes had appeared through donor loss.

The closed formulas for growth and room temperature were tested against a separate solution of neutrality, with numerical Fermi integrals and full site occupation. They agree within 1% for the cases computed here.

## Values computed for the example and the checks

```
INPUTS
acceptors on Ga sites NA: 2.000e+19 cm^-3
other donors ND: 1.000e+18 cm^-3
ionization energy E_A: 0.20 eV
acceptor degeneracy g: 4
pair binding energy E_b: 0.70 eV
interstitial site density N_s: 4.000e+22 cm^-3
pair positions per acceptor z: 4
hole mass / electron rest mass: 1.5
growth temperature: 1300 K
room temperature: 300 K
anneal temperature: 1000 K
H+ loss rate w: 0.010 1/s
complex dissociation rate: 10.0 1/s
GROWTH, kappa = 1000
N_v at growth: 4.159e+20 cm^-3
K_A at growth: 1.744e+19 cm^-3
K_d at growth: 1.933e+19 cm^-3
holes at growth: 1.152e+16 cm^-3
isolated H+ at growth: 1.152e+19 cm^-3
ionized acceptors at growth: 1.253e+19 cm^-3
neutral free acceptors at growth: 8.273e+15 cm^-3
complexes at growth: 7.464e+18 cm^-3
total hydrogen H: 1.898e+19 cm^-3
surplus S = NA-ND-H: 1.979e+16 cm^-3
ROOM TEMPERATURE, AS GROWN
N_v at room temperature: 4.610e+19 cm^-3
K_A at room temperature: 5.033e+15 cm^-3
K_d at room temperature: 1.740e+10 cm^-3
as-grown holes: 9.909e+13 cm^-3
complexed share of NA: 94.90 %
isolated H+ left: 3.302e+11 cm^-3
holes if all H stayed isolated: 4.984e+12 cm^-3
kappa 100: H 1.880e+19, room holes 9.808e+14 cm^-3
kappa 10: H 1.721e+19, room holes 8.904e+15 cm^-3
look-alike, misplaced Mg: NA: 1.020e+18 cm^-3
look-alike, compensated: ND: 1.961e+19 cm^-3
ANNEAL AND RESULT
K_A at anneal: 6.887e+18 cm^-3
K_d at anneal: 2.966e+18 cm^-3
sealed film: H isolated while hot: 30.4 %
sealed film: holes after cooling: 9.909e+13 cm^-3
time to lose 90% of H: 870 s
late loss rate, rate equations: 2.446e-03 1/s
late loss rate, formula: 2.447e-03 1/s
H left after 1800 s: 1.917e+17 cm^-3
holes after anneal and cooling: 8.670e+16 cm^-3
hole density gain: 875 times
holes / NA after anneal: 0.43 %
holes with no hydrogen at all: 8.752e+16 cm^-3
holes after H-rich anneal: 5.742e+13 cm^-3
lower bound on NA before anneal: 1.010e+14 cm^-3
lower bound on NA after anneal: 1.580e+18 cm^-3
```
